# Why a 0.10 eV step-edge barrier cuts descent to about 2 percent: a program that tests the result

```python
"""Result under test: an extra step-edge barrier E_S lowers the rate of one
jump down a step, relative to one jump on the terrace, by exp(-E_S/(kB*T)),
if both jumps have equal prefactors. With E_S = 0.10 eV, T = 300 K: about 2 %.

Symbols: E_T terrace barrier (eV), E_S additional edge barrier (eV),
A site spacing (nm), MASS adatom mass (kg), KB Boltzmann constant (eV/K).
Model: row of sites, V = E_T sin^2(pi x/A); the edge site has an added
E_S sin^8(pi x/A) for x > 0. Saddles lie at x = -A/2 and x = +A/2.
Parameters are rough values in the regime of Ag on Ag(111).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import erfc

KB = const.k / const.e
E_T, E_S, A, T_ROOM = 0.12, 0.10, 0.29, 300.0
MASS = 107.87 * const.atomic_mass


def energy(x, extra):
    """Potential energy in eV at x in nm; extra is the added edge barrier."""
    s = np.sin(np.pi * x / A) ** 2
    return E_T * s + (extra * s**4 if x > 0 else 0.0)


def site_integral(extra, temp):
    """Integral of the Boltzmann factor over one site, in nm."""
    return quad(lambda x: np.exp(-energy(x, extra) / (KB * temp)),
                -A / 2, A / 2, points=[0.0], epsabs=0, epsrel=1e-9)[0]


def counted_rate(side, extra, temp, dt=1e-15):
    """Fraction of thermal atoms crossing a saddle within dt, divided by dt.

    side = +1 is the outer saddle, side = -1 the saddle towards the terrace.
    An atom at distance y crosses if its thermal velocity exceeds y/dt.
    """
    reach = np.sqrt(const.k * temp / MASS) * 1e9 * dt  # nm

    def integrand(s):
        x = side * (A / 2 - s * reach)
        fast_enough = 0.5 * erfc(s / np.sqrt(2))
        return np.exp(-energy(x, extra) / (KB * temp)) * fast_enough

    crossing = reach * quad(integrand, 0, 10, epsabs=0, epsrel=1e-9)[0]
    return crossing / site_integral(extra, temp) / dt


def angular_frequency(x, extra):
    """sqrt(|V''|/m) in rad/s, with V'' from a second difference."""
    h = 1e-4
    inner = -np.sign(x) if x != 0 else -1.0
    # one-sided use of the mirror symmetry about each stationary point
    drop = energy(x + inner * h, extra) - energy(x, extra)
    curvature = 2 * abs(drop) / h**2 * const.e * 1e18
    return np.sqrt(curvature / MASS)


def parabola_transmission(eps):
    """Transmission at energy eps*hbar*omega from the Schroedinger equation."""
    far = 20.0
    k = np.sqrt(far**2 + 2 * eps)
    slope = far / k
    psi = 1 / np.sqrt(k)
    start = np.array([psi, (1j * k - slope / (2 * k)) * psi], dtype=complex)
    sol = solve_ivp(lambda x, y: [y[1], -(x * x + 2 * eps) * y[0]],
                    (far, -far), start, method="DOP853",
                    rtol=1e-9, atol=1e-11)
    f, df = sol.y[:, -1]
    incoming = 0.5 * np.sqrt(k) * (f + (df - slope / (2 * k) * f) / (1j * k))
    return 1 / abs(incoming) ** 2


def tunnelling_factor(omega, barrier, temp):
    """Thermal average of parabolic transmission over the classical value."""
    u = const.hbar * omega / (const.k * temp)

    def integrand(e):
        return np.exp(-e) / (1 + np.exp(-2 * np.pi * e / u))

    low = quad(integrand, -barrier / (KB * temp), 0, points=[-u], limit=200)[0]
    high = quad(integrand, 0, 40, points=[u], limit=200)[0]
    return low + high, u


def ratio(extra, temp):
    return np.exp(-extra / (KB * temp))


# Two exits of the same site: the counted ratio against the exponential.
for temp in (200.0, 300.0, 400.0, 600.0):
    counted = counted_rate(1, E_S, temp) / counted_rate(-1, E_S, temp)
    assert abs(counted / ratio(E_S, temp) - 1) < 1e-3  # finite dt

# Edge site against an ordinary terrace site: site shapes differ slightly.
terrace_counted = counted_rate(1, 0.0, T_ROOM)
down_counted = counted_rate(1, E_S, T_ROOM)
two_site_ratio = down_counted / terrace_counted
assert abs(two_site_ratio / ratio(E_S, T_ROOM) - 1) < 0.05

# Arrhenius law with the parabolic attempt frequency; it must become accurate
# when the site is deep compared with kB*T.
nu = angular_frequency(0.0, 0.0) / (2 * np.pi)
errors = []
for temp in (300.0, 60.0, 30.0):
    arrhenius = nu * np.exp(-E_T / (KB * temp))
    errors.append(abs(counted_rate(1, 0.0, temp) / arrhenius - 1))
assert errors[0] > errors[1] > errors[2] and errors[2] < 0.01

# Transmission of a parabolic barrier, then its thermal average.
for eps in (-0.3, 0.0, 0.4):
    expected = 1 / (1 + np.exp(-2 * np.pi * eps))
    assert abs(parabola_transmission(eps) - expected) < 1e-3
kappa_t, u_t = tunnelling_factor(angular_frequency(A / 2, 0.0), E_T, T_ROOM)
kappa_d, u_d = tunnelling_factor(angular_frequency(A / 2, E_S),
                                 E_T + E_S, T_ROOM)
for kappa, u in ((kappa_t, u_t), (kappa_d, u_d)):
    assert abs(kappa - (1 + u**2 / 24)) < 1e-4

# Directions leading down from a straight close-packed edge.
angles = np.arange(6) * np.pi / 3
down_directions = int(np.sum(np.sin(angles) > 1e-9))

kt = KB * T_ROOM
main = ratio(E_S, T_ROOM)
assert 0.015 < main < 0.025
k_terrace = nu * np.exp(-E_T / kt)
k_down = nu * np.exp(-(E_T + E_S) / kt)

print(f"terrace barrier E_t: {E_T:.2f} eV")
print(f"additional edge barrier E_S: {E_S:.2f} eV")
print(f"total barrier at edge: {E_T + E_S:.2f} eV")
print(f"site spacing: {A:.2f} nm")
print(f"adatom mass: {MASS / const.atomic_mass:.2f} u")
print(f"temperature: {T_ROOM:.0f} K")
print(f"Boltzmann constant: {KB:.4e} eV/K")
print(f"kB T: {kt:.5f} eV")
print(f"E_S/(kB T): {E_S / kt:.3f}")
print(f"descent/terrace ratio: {main:.4f} = {100 * main:.2f} %")
print(f"terrace jumps per descent jump: {1 / main:.1f}")
print(f"E_S for exactly 2 %: {kt * np.log(50):.4f} eV")
print(f"attempt frequency: {nu:.3e} 1/s")
print(f"terrace rate, one direction (Arrhenius): {k_terrace:.3e} 1/s")
print(f"descent rate, one direction (Arrhenius): {k_down:.3e} 1/s")
print(f"terrace rate, counted crossings: {terrace_counted:.3e} 1/s")
print(f"descent rate, counted crossings: {down_counted:.3e} 1/s")
print(f"counted ratio, edge site/terrace site: {100 * two_site_ratio:.2f} %")
print(f"Arrhenius error in terrace rate, 300 K: {100 * errors[0]:.1f} %")
print(f"Arrhenius error in terrace rate, 60 K: {100 * errors[1]:.1f} %")
print(f"Arrhenius error in terrace rate, 30 K: {100 * errors[2]:.1f} %")
print(f"downward directions: {down_directions} of {len(angles)}")
print(f"total descent/total terrace rate: "
      f"{100 * main * down_directions / len(angles):.2f} %")
for temp in (200.0, 400.0, 600.0):
    print(f"ratio at {temp:.0f} K: {100 * ratio(E_S, temp):.2f} %")
for extra in (E_S - 0.03, E_S + 0.03):
    print(f"ratio at 300 K for E_S = {extra:.2f} eV: "
          f"{100 * ratio(extra, T_ROOM):.2f} %")
print(f"ratio if edge prefactor is 3 times smaller: {100 * main / 3:.2f} %")
print(f"ratio if edge prefactor is 3 times larger: {100 * main * 3:.2f} %")
print(f"barrier change equal to a factor 3: {kt * np.log(3):.4f} eV")
print(f"tunnelling gain, terrace jump: {100 * (kappa_t - 1):.3f} %")
print(f"tunnelling gain, descent jump: {100 * (kappa_d - 1):.3f} %")
print("tests ok")
```

Running it gives:

```
terrace barrier E_t: 0.12 eV
additional edge barrier E_S: 0.10 eV
total barrier at edge: 0.22 eV
site spacing: 0.29 nm
adatom mass: 107.87 u
temperature: 300 K
Boltzmann constant: 8.6173e-05 eV/K
kB T: 0.02585 eV
E_S/(kB T): 3.868
descent/terrace ratio: 0.0209 = 2.09 %
terrace jumps per descent jump: 47.9
E_S for exactly 2 %: 0.1011 eV
attempt frequency: 7.988e+11 1/s
terrace rate, one direction (Arrhenius): 7.701e+09 1/s
descent rate, one direction (Arrhenius): 1.609e+08 1/s
terrace rate, counted crossings: 7.147e+09 1/s
descent rate, counted crossings: 1.523e+08 1/s
counted ratio, edge site/terrace site: 2.13 %
Arrhenius error in terrace rate, 300 K: 7.2 %
Arrhenius error in terrace rate, 60 K: 1.1 %
Arrhenius error in terrace rate, 30 K: 0.5 %
downward directions: 2 of 6
total descent/total terrace rate: 0.70 %
ratio at 200 K: 0.30 %
ratio at 400 K: 5.50 %
ratio at 600 K: 14.46 %
ratio at 300 K for E_S = 0.07 eV: 6.67 %
ratio at 300 K for E_S = 0.13 eV: 0.65 %
ratio if edge prefactor is 3 times smaller: 0.70 %
ratio if edge prefactor is 3 times larger: 6.27 %
barrier change equal to a factor 3: 0.0284 eV
tunnelling gain, terrace jump: 0.068 %
tunnelling gain, descent jump: 0.295 %
tests ok
```
